\section*{Nonlinear Core Correction in Ultrasoft Unscreening and the Error of Linear Unscreening}

\section{The screened pseudopotential}

\textbf{Q.} You want to put a core density into the exchange-correlation potential when an ultrasoft pseudopotential is unscreened. I do not yet see what is being unscreened. What does the generation deliver?

\textbf{A.} It delivers operators that are right in one reference state of the atom. I use hartree atomic units, a frozen core, spherical spin-unpolarized densities and one open shell of angular momentum $l$ with $f$ electrons. Radial functions are real and include the factor $r$, so $\langle a|b\rangle=\int_0^\infty a\,b\,dr$ and
\[
T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.
\]

Let $V_{\rm AE}$ be the full self-consistent potential of the reference atom. At chosen energies $\varepsilon_j$ take solutions $\psi_j$ of $(T+V_{\rm AE}-\varepsilon_j)\psi_j=0$, where $\psi_1$ is the normalized valence orbital. Smooth functions $\phi_j$ equal $\psi_j$ beyond $r_c$ and join it there with continuous slope. A smooth $V_{\rm loc}$ equals $V_{\rm AE}$ beyond a radius not larger than $r_c$. Define
\begin{align}
Q_{ij}&=\psi_i\psi_j-\phi_i\phi_j, & q_{ij}&=\int Q_{ij}\,dr,\\
\chi_j&=(\varepsilon_j-T-V_{\rm loc})\phi_j, & B_{ij}&=\langle\phi_i|\chi_j\rangle,\\
\beta_i&=\sum_j(B^{-1})_{ji}\chi_j, & D_{ij}&=B_{ij}+\varepsilon_jq_{ij}.
\end{align}
Both $Q_{ij}$ and $\chi_j$ vanish beyond $r_c$. The matrix $D$ is screened: it belongs to the reference density.

\textbf{Q.} Why do these definitions reproduce the valence level?

\textbf{A.} The projectors are dual to the smooth functions:
\[
\langle\phi_k|\beta_i\rangle=\sum_j(B^{-1})_{ji}B_{kj}=(BB^{-1})_{ki}=\delta_{ki}.
\]
Inverting the definition of $\beta_i$ gives $\chi_j=\sum_iB_{ij}\beta_i$. With $S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|$,
\begin{align}
\Big(T+V_{\rm loc}+\sum_{ik}|\beta_i\rangle D_{ik}\langle\beta_k|\Big)\phi_j
&=\varepsilon_j\phi_j-\chi_j+\sum_i(B_{ij}+\varepsilon_jq_{ij})\beta_i\nonumber\\
&=\varepsilon_j\Big(\phi_j+\sum_iq_{ij}\beta_i\Big)=\varepsilon_jS\phi_j .
\end{align}
The norm is also right: $\langle\phi_1|S|\phi_1\rangle=\langle\phi_1|\phi_1\rangle+q_{11}=\langle\psi_1|\psi_1\rangle=1$.

\textbf{Q.} $D_{ij}=B_{ij}+\varepsilon_jq_{ij}$ does not look symmetric.

\textbf{A.} Let $w=\phi_i\phi_j'-\phi_i'\phi_j$ at $r_c$. The potential and centrifugal terms cancel in the difference $B_{ij}-B_{ji}$. Integrating the second derivatives by parts leaves
\[
B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\phi_i\phi_j\,dr+\tfrac12w .
\]
The same operation on the equations for $\psi_i$ and $\psi_j$ gives
\[
0=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\psi_i\psi_j\,dr+\tfrac12w,
\]
with the same $w$, because values and slopes agree at $r_c$. Subtraction gives $B_{ij}-B_{ji}=-(\varepsilon_j-\varepsilon_i)q_{ij}$. Adding $\varepsilon_jq_{ij}-\varepsilon_iq_{ji}$ then makes $D_{ij}-D_{ji}=0$.

\section{Where the core density enters}

\textbf{Q.} Now the core. Why not just subtract the potential of the valence electrons?

\textbf{A.} For the Hartree part that is right, since $V_H$ is linear in the density. $V_{xc}$ is not, and core and valence densities overlap. So keep a density $c(r)$ in the functional. It equals the true core density beyond a radius $r_{pc}$ and is smooth inside; this is the pseudo-core density. The energy is
\begin{equation}
E=f\Big\langle\phi\Big|T+\sum_{ij}|\beta_i\rangle D^{0}_{ij}\langle\beta_j|\Big|\phi\Big\rangle+\int V_{\rm ion}\,\rho\,dr+E_H[n]+E_{xc}[n+c],
\label{energy}
\end{equation}
where the augmented density is
\[
\rho=4\pi r^2n=f\Big(\phi^2+\sum_{ij}Q_{ij}\langle\phi|\beta_i\rangle\langle\beta_j|\phi\rangle\Big).
\]

\textbf{Q.} Does the augmentation charge feel the same potential as the smooth charge?

\textbf{A.} Vary $\phi$ and see. As $c$ is fixed, the derivative of the last three terms with respect to $n$ is
\[
V_{\rm eff}[n]=V_{\rm ion}+V_H[n]+V_{xc}[n+c].
\]
Since $Q$ is symmetric,
\[
\delta\rho=2f\Big(\phi\,\delta\phi+\sum_{ij}Q_{ij}\langle\delta\phi|\beta_i\rangle\langle\beta_j|\phi\rangle\Big).
\]
Insert this in $\int V_{\rm eff}\,\delta\rho\,dr$, add the variation of the first term of \eqref{energy}, and impose $\langle\phi|S|\phi\rangle=1$ with the multiplier $f\varepsilon$. Dividing by $2f$ gives
\begin{equation}
\Big(T+V_{\rm eff}+\sum_{ij}|\beta_i\rangle D_{ij}[n]\langle\beta_j|\Big)\phi=\varepsilon S\phi,\qquad
D_{ij}[n]=D^0_{ij}+\int Q_{ij}V_{\rm eff}[n]\,dr .
\label{ks}
\end{equation}
The same $V_{\rm eff}$, core density included, acts in both places.

\textbf{Q.} Then what are $V_{\rm ion}$ and $D^0$?

\textbf{A.} At the reference density $n_0$ the operators in \eqref{ks} must be the generated ones, $V_{\rm eff}[n_0]=V_{\rm loc}$ and $D_{ij}[n_0]=D_{ij}$. Hence
\begin{align}
V_{\rm ion}&=V_{\rm loc}-V_H[n_0]-V_{xc}[n_0+c],\label{vion}\\
D^0_{ij}&=D_{ij}-\int Q_{ij}\big(V_{\rm ion}+V_H[n_0]+V_{xc}[n_0+c]\big)dr .\label{d0}
\end{align}

\textbf{Q.} The bracket in \eqref{d0} is $V_{\rm loc}$ again. The core density has dropped out!

\textbf{A.} Yes. $D^0_{ij}=D_{ij}-\int Q_{ij}V_{\rm loc}\,dr$ has the same value whether $c$ is included in both places or in neither. The core correction changes the stored $V_{\rm ion}$, and it changes $D_{ij}[n]$ later, when $n$ differs from $n_0$. What \eqref{d0} requires is consistency: its $V_{xc}$ must have the argument used in \eqref{vion}.

\textbf{Q.} What if I put the core into \eqref{vion} and forget it in \eqref{d0}?

\textbf{A.} You then subtract $V_{xc}[n_0]$ where $V_{xc}[n_0+c]$ was needed, and $D$ is shifted by
\begin{equation}
\delta D_{ij}=\int Q_{ij}\big(V_{xc}[n_0+c]-V_{xc}[n_0]\big)dr .
\end{equation}
The reference level itself is now wrong. With $V_{\rm eff}$ held at $V_{\rm loc}$, it moves to first order by $\sum_{ij}\langle\phi_1|\beta_i\rangle\,\delta D_{ij}\langle\beta_j|\phi_1\rangle=\delta D_{11}$, by duality and unit norm.

\section{The error of linear unscreening}

\textbf{Q.} Suppose I leave the core out everywhere. The reference state is then reproduced. Where is the harm?

\textbf{A.} It appears when the density changes. Call $c=0$ in all formulas linear unscreening. At a density $n$ the two effective potentials are
\begin{align*}
V^{\rm lin}_{\rm eff}[n]&=V_{\rm loc}+V_H[n]-V_H[n_0]+V_{xc}[n]-V_{xc}[n_0],\\
V^{\rm nl}_{\rm eff}[n]&=V_{\rm loc}+V_H[n]-V_H[n_0]+V_{xc}[n+c]-V_{xc}[n_0+c].
\end{align*}
The first three terms are common, so the error relative to nonlinear unscreening is
\begin{equation}
\Delta V=\big(V_{xc}[n]-V_{xc}[n_0]\big)-\big(V_{xc}[n+c]-V_{xc}[n_0+c]\big),\qquad
\Delta D_{ij}=\int Q_{ij}\Delta V\,dr .
\label{dv}
\end{equation}
This holds for any density functional. Put differently, $V_{\rm ion}^{\rm lin}$ contains $V_{xc}[n_0+c]-V_{xc}[n_0]$, which remembers the valence density of the reference state. It is not a property of the ion alone.

\textbf{Q.} Can you show that the error needs both a core and a density change?

\textbf{A.} For a local functional, $V_{xc}[n]=v(n)$, write $\delta n=n-n_0$ and use the fundamental theorem of calculus twice:
\begin{align}
\Delta V&=-\int_0^1dt\,\frac{d}{dt}\big[v(n+tc)-v(n_0+tc)\big]\nonumber\\
&=-c\int_0^1dt\,\big[v'(n+tc)-v'(n_0+tc)\big]\nonumber\\
&=-c\,\delta n\int_0^1\!dt\int_0^1\!ds\;v''(n_0+s\,\delta n+tc).
\label{double}
\end{align}
It vanishes wherever $c=0$ or $\delta n=0$. For Dirac exchange, $v=-kn^{1/3}$ with $k=(3/\pi)^{1/3}$, so $v''=\frac{2k}{9}n^{-5/3}>0$ and $\Delta V$ has the sign opposite to $\delta n$.

For $|\delta n|\ll n_0$, with $f_{xc}=v'$, expansion of \eqref{dv} gives
\begin{equation}
\Delta V\simeq\big[f_{xc}(n_0)-f_{xc}(n_0+c)\big]\delta n .
\label{kernel}
\end{equation}
For exchange $f_{xc}\propto-n^{-2/3}$. Where $c\gg n_0$ the second term is negligible: the true exchange potential hardly responds, while linear unscreening gives it the full response of a dilute valence gas. Where $c\ll n_0$ the bracket tends to $-c\,v''(n_0)$ and the error fades with the core.

\textbf{Q.} Your $c$ is not the true core density $n_{\rm core}$ inside $r_{pc}$. Does the same criticism not hit you?

\textbf{A.} It does, in weaker form. Replacing the pair $(0,c)$ in the argument by $(c,n_{\rm core})$ gives a leading error $[f_{xc}(n_0+c)-f_{xc}(n_0+n_{\rm core})]\delta n$, confined to $r<r_{pc}$. For exchange this bracket is small compared with $f_{xc}(n_0)$ wherever $c$ is close to $n_{\rm core}$, because the two terms nearly cancel, and wherever both are well above $n_0$, because each term is then small. A good $r_{pc}$ keeps the bracket small at every radius inside it. In the model below the core near $r_{pc}$ is less than twice $n_0$, so the first condition acts there; the second acts close to the nucleus, where the $p$ density vanishes. In between both help in part, and the magnitude of the bracket stays below a tenth of $|f_{xc}(n_0)|$ throughout.

\textbf{Q.} How does $\Delta V$ move a level?

\textbf{A.} First hold $n$ fixed. The Hamiltonian changes by $\Delta V+\sum_{ij}|\beta_i\rangle\Delta D_{ij}\langle\beta_j|$ and $S$ does not change. Projecting the first-order equation on $\phi$ removes the change of the orbital, because $(H-\varepsilon S)\phi=0$. With unit $S$-norm,
\begin{equation}
\Delta\varepsilon\simeq\int\Delta V\Big(\phi^2+\sum_{ij}Q_{ij}\langle\phi|\beta_i\rangle\langle\beta_j|\phi\rangle\Big)dr
=\int\Delta V\,\frac{\rho}{f}\,dr .
\label{level}
\end{equation}
The weight is the augmented density of one electron. Self-consistency then lets $n$ respond and alters this value.

\section{The energy error}

\textbf{Q.} And the total energy? I would expect it to be less sensitive.

\textbf{A.} It is of second order in $\delta n$. Evaluate \eqref{energy} for both unscreenings with the same orbital. The kinetic, $D^0$ and Hartree terms cancel. By \eqref{vion}, $V_{\rm ion}^{\rm lin}-V_{\rm ion}^{\rm nl}=v(n_0+c)-v(n_0)$. Let $e(n)$ be the exchange-correlation energy per volume, so $v=e'$. Subtracting the value at $n_0$, which is a constant offset, leaves
\begin{align}
W[n]=\int d^3r\,\big\{&e(n)-e(n_0)-v(n_0)\delta n\nonumber\\
&-\big[e(n+c)-e(n_0+c)-v(n_0+c)\delta n\big]\big\}.
\label{w}
\end{align}
Each group is a Taylor remainder, so for small changes
\[
W\simeq\tfrac12\int\big[f_{xc}(n_0)-f_{xc}(n_0+c)\big]\delta n^2\,d^3r .
\]
Also $\delta W/\delta n=\Delta V$, as it must be.

\textbf{Q.} Has $W$ a definite sign beyond small changes?

\textbf{A.} For exchange it has. Let $R(a)=e(n+a)-e(n_0+a)-v(n_0+a)\delta n$. Then
\[
\frac{dR}{da}=v(n+a)-v(n_0+a)-v'(n_0+a)\,\delta n\ge0,
\]
because $v$ is convex and lies above its tangent. The integrand of $W$ is $R(0)-R(c)\le0$. Linear unscreening therefore makes any changed density too low in energy relative to the reference.

\textbf{Q.} But the two calculations end with different orbitals. $W$ at one density cannot be the whole answer.

\textbf{A.} Correct. The orbital responds to $\Delta V=O(\delta n)$, and the energy gained by this relaxation is $O(\Delta V^2)$, again second order in $\delta n$. The variational principle still encloses the answer. After removal of the constant offset, $E_{\rm lin}=E_{\rm nl}+W$ for any common orbital. Both problems have the same $S$ and occupation. If each self-consistent state is the global minimum of its own energy, with densities $n_{\rm lin}$ and $n_{\rm nl}$, then the difference $\Delta E$ of the two minimum energies obeys
\begin{align}
\Delta E&\le E_{\rm lin}[\phi_{\rm nl}]-E_{\rm nl}[\phi_{\rm nl}]=W[n_{\rm nl}],\nonumber\\
\Delta E&\ge E_{\rm lin}[\phi_{\rm lin}]-E_{\rm nl}[\phi_{\rm lin}]=W[n_{\rm lin}].
\label{bounds}
\end{align}
The first line raises $E_{\rm lin}$ by using the wrong orbital; the second raises the subtracted $E_{\rm nl}$.

\section{A model atom}

\textbf{Q.} Show me sizes. Is any of this larger than the other errors of a pseudopotential?

\textbf{A.} Take a model atom with ionic charge 3 and a frozen core of 4 electrons with density proportional to $e^{-3r}$. The valence is a nodeless $p$ shell, and the functional is exchange-only LDA. The pseudopotential is generated at occupation 3 with $r_c=1.5$ and $r_{pc}=0.8$ bohr. Inside $r_c$ each $\phi_j$ is a combination of $r^2$, $r^4$ and $r^6$; inside 1.2 bohr $V_{\rm loc}$ is a combination of $1$, $r^2$ and $r^4$; inside $r_{pc}$ the logarithm of $c$ has that same form. The matrix elements and the small residual errors below depend on these choices. The sizes belong to this model, whose core is denser than the valence shell at $r=1$ bohr; they are not values for a real element. It has two projectors, the second at an energy 0.5 Ha above the valence level of $-0.3021$ Ha. $Q_{ij}$ is kept in its original form. Correlation, spin, core relaxation and relativity are left out. The numerical check solves this model with and without the pseudopotential and tests the formulas. It uses a uniform grid of step 0.01 bohr; the absolute levels, potentials and matrix elements quoted below carry a grid error of up to about 0.25 mHa, so their fourth decimal is uncertain by two or three units.

Unscreening takes $D_{11}=-0.4563$ Ha to $D^0_{11}=0.5578$ Ha, with or without the core. The local potential does differ: at $r=1$ bohr $V_{\rm ion}$ is $-3.4406$ Ha with the pseudo-core and $-3.6151$ Ha without.

\textbf{Q.} And the inconsistent choice?

\textbf{A.} It gives $\delta D_{11}=-98.4$ mHa. With the potential held fixed, the reference level moves by $-107.6$ mHa. The actual shift lies below the first-order one, as it must for a lowest state: the old orbital gives an upper bound to the new level.

\textbf{Q.} Now remove an electron.

\textbf{A.} At occupation 2 and $r=1$ bohr, the density falls from $n_0=0.16073$ to $n=0.11953$ bohr$^{-3}$, while $c=0.21394$ bohr$^{-3}$. With $k=0.98475$,
\begin{align*}
v(n)-v(n_0)&=k\,(0.16073^{1/3}-0.11953^{1/3})=50.3\ \text{mHa},\\
v(n+c)-v(n_0+c)&=k\,(0.37467^{1/3}-0.33347^{1/3})=27.0\ \text{mHa}.
\end{align*}
The difference is $\Delta V=23.3$ mHa, positive because $\delta n$ is negative. The integral \eqref{level} predicts a level error of 23.9 mHa. The self-consistent difference between linear and nonlinear unscreening is 23.1 mHa, so here the response of the density removes about 0.8 mHa.

\textbf{Q.} That compares two pseudopotentials. Which one is nearer to the atom?

\textbf{A.} The frozen-core atom without a pseudopotential has its level at $-0.9566$ Ha. Linear unscreening gives $-0.9340$ Ha, an error of $+22.5$ mHa; the pseudo-core gives $-0.9571$ Ha, an error of $-0.5$ mHa.

\textbf{Q.} So the full core density would remove the last half millihartree?

\textbf{A.} No. With the full core the error is $-0.7$ mHa, slightly larger. Core density and $Q_{ij}$ are then those of the atom, so what remains is the limited description of the orbital by two partial waves. To see this, suppose $\phi=\sum_ia_i\phi_i$ inside $r_c$, and let $\psi=\sum_ia_i\psi_i$ there and $\psi=\phi$ outside. Duality gives $\langle\beta_i|\phi\rangle=a_i$, hence $\rho=f\psi^2$. By \eqref{d0}, the first two terms of \eqref{energy} equal $f\langle\phi|T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j||\phi\rangle+\int(V_{\rm ion}-V_{\rm loc})\rho\,dr$. Inside $r_c$, $\int\phi_i(T+V_{\rm loc})\phi_j\,dr+D_{ij}=\varepsilon_j\int\psi_i\psi_j\,dr=\int\psi_i(T+V_{\rm AE})\psi_j\,dr$, so the first piece is $f\langle\psi|T+V_{\rm AE}|\psi\rangle$. Also $V_{\rm ion}-V_{\rm loc}=-V_H[n_0]-V_{xc}[n_0+n_{\rm core}]$ removes exactly the reference screening from $V_{\rm AE}$. The energy is then that of the frozen-core atom with orbital $\psi$. The two descriptions can therefore differ only through orbitals, or variations of them, that leave this form inside $r_c$; this is the source of the remaining error. The smoothing of the core shifts the level by about $+0.2$ mHa and happens to offset part of that. This is a cancellation in this model, not an advantage of a smoothed core.

\textbf{Q.} What happens to the ionization energy?

\textbf{A.} Taken as the energy at occupation 2 minus that at occupation 3, it is
\begin{center}
\begin{tabular}{lrr}
 & value (Ha) & error against atom (mHa)\\
frozen-core atom & 0.6135 & \\
linear & 0.6039 & $-9.6$\\
pseudo-core & 0.6137 & $+0.2$
\end{tabular}
\end{center}
Linear minus nonlinear is $\Delta E=-9.814$ mHa, or $-0.267$ eV. The bounds \eqref{bounds} are $-9.819$ and $-9.809$ mHa. I keep the third decimal to show their order on one grid; doubling the grid step changes $\Delta E$ by 0.006 mHa.

\textbf{Q.} The level is too high, yet the energy after ionization is too low. Is that a sign error?

\textbf{A.} No. At self-consistency the orbital is stationary, so $dE/df$ may be taken at fixed $\phi$. The prefactor of the first term of \eqref{energy} gives $\langle\phi|T+\sum_{ij}|\beta_i\rangle D^0_{ij}\langle\beta_j||\phi\rangle$, and the factor $f$ in $\rho$ gives $\int V_{\rm eff}\,\rho/f\,dr$. Their sum is $\langle\phi|H|\phi\rangle=\varepsilon$, with $H$ the operator on the left of \eqref{ks}. Hence
\[
\Delta E=\int_3^2\Delta\varepsilon(f)\,df=-\int_2^3\Delta\varepsilon(f)\,df,
\]
which is negative when the level error is positive. A straight line from zero to 23.1 mHa would give $-11.5$ mHa. The smaller magnitude found means that $\Delta\varepsilon$ lies, on average, below that line.

\textbf{Q.} Do the small-change laws hold in the self-consistent calculation?

\textbf{A.} Doubling the occupation change from 0.02 to 0.04 multiplies the level error by 2.03 and the energy error by 4.04. The leading laws require 2 and 4; the two excesses fit a single next-order term. If $\Delta\varepsilon=ax(1+bx)$ for an occupation change $x$, the level ratio is about $2(1+0.02b)$, so $b\approx0.7$. Integration gives $\Delta E=-\tfrac12ax^2(1+\tfrac23bx)$, with ratio about $4(1+\tfrac23\cdot0.02b)\approx4.04$, as found.

\textbf{Q.} When may I leave the core out, then?

\textbf{A.} When $c$ is negligible wherever the valence density changes appreciably, or when the density stays close to $n_0$ and spin-unpolarized. Otherwise \eqref{dv} gives the potential error, and \eqref{level} tells whether the level of interest has weight where that error is large. Neither formula covers a core that itself changes: $c$ was frozen throughout, and its relaxation is a separate error. Nor do they cover spin. A magnetization density $m$ at unchanged total density $n_0$ has $\delta n=0$, but the exchange energy per volume becomes $\tfrac12[e(n_0+c+m)+e(n_0+c-m)]$, so leaving out $c$ gives a leading error $\tfrac12\int[f_{xc}(n_0)-f_{xc}(n_0+c)]m^2\,d^3r$. In the model atom, at fixed $n_0$, this about doubles the exchange energy gained by polarizing the shell. For magnetic systems and open-shell atoms a total density near $n_0$ is therefore no reason to drop the core.

\section*{Table of computed values}
\begin{verbatim}
model: ion charge 3, core electrons 4, core decay 3 1/bohr
occupations: reference 3, new 2
radii: cutoff 1.5, local 1.2, pseudo-core 0.8, box 15 bohr
second projector energy above the first: 0.5 Ha
reference level: -0.30214 Ha
q 11, 12, 22: 0.37070 1.26524 4.28312 (dimensionless)
screened D 11, 12, 22: -0.45627 -1.13149 -2.20417 Ha
D0 nonlinear 11, 12, 22: 0.55784 2.36610 9.78648 Ha
D0 linear 11, 12, 22: 0.55784 2.36610 9.78648 Ha
values at r = 1 bohr:
  n0: 0.16073 bohr^-3
  n at new occupation: 0.11953 bohr^-3
  pseudo-core density: 0.21394 bohr^-3
  screened V_loc: -1.70594 Ha
  V_ion nonlinear: -3.44058 Ha
  V_ion linear: -3.61508 Ha
  potential error dV: 23.294 mHa
inconsistent D0, shift of D11: -98.44 mHa
inconsistent D0, shift of reference level: -107.64 mHa
level at new occupation:
  frozen-core atom: -0.95659 Ha
  pseudo, linear: -0.93404 Ha
  pseudo, pseudo-core: -0.95711 Ha
  pseudo, full core: -0.95727 Ha
  error against atom, linear: 22.547 mHa
  error against atom, pseudo-core: -0.517 mHa
  error against atom, full core: -0.685 mHa
linear minus nonlinear level, first order: 23.863 mHa
linear minus nonlinear level, fixed density: 23.860 mHa
linear minus nonlinear level, self-consistent: 23.064 mHa
ionization energy:
  frozen-core atom: 0.61350 Ha
  pseudo, linear: 0.60390 Ha
  pseudo, pseudo-core: 0.61371 Ha
  error against atom, linear: -9.606 mHa
  error against atom, pseudo-core: 0.208 mHa
  error against atom, full core: 0.265 mHa
energy error, lower bound W[n_linear]: -9.819 mHa
energy error, linear minus nonlinear: -9.814 mHa
energy error, upper bound W[n_nonlinear]: -9.809 mHa
energy error, linear minus nonlinear: -0.2671 eV
level error ratio, occupation change 0.04 to 0.02: 2.027 
energy error ratio, occupation change 0.04 to 0.02: 4.036 
level error with grid step 0.02 bohr: 23.075 mHa
energy error with grid step 0.02 bohr: -9.820 mHa
reference level with grid step 0.02 bohr: -0.30223 Ha
\end{verbatim}
